# Berglund's integral and the missing constant of band bending

One quasistatic capacitance curve of a model gate stack yields, a quarter of an electronvolt below midgap, an interface-trap density of either $1.52\times10^{-4}$ or $2.42\times10^{-4}\ \mathrm{eV^{-1}\,Å^{-2}}$. The curve, the dielectric capacitance and the semiconductor doping are the same in both extractions. The two differ by a single number, a shift of 0.05 eV in the surface potential, which the integral of the curve does not determine. The shifted reading is consistent over the depletion part of the curve; the accumulation and inversion ends can exclude it, but only if the calculated semiconductor capacitance there is trusted. The explanation lies in the electrostatics of the stack: a capacitance curve records only changes of gate charge, and these fix only changes of surface potential.

## Electrostatics of the stack

Let $x$ run from the gate, at $x=0$, through the dielectric to the semiconductor surface at $x=d$. All charges and capacitances are per unit area. In atomic units $e=1$ and the vacuum permittivity is $1/4\pi$, so a layer of relative permittivity $\kappa$ has $\varepsilon=\kappa/4\pi$. Potentials are quoted in eV, as the corresponding energies.

The band bending $\psi$ is the electrostatic potential of the semiconductor surface minus that of its neutral bulk. Positive $\psi$ bends the bands downward. The applied gate potential $V$ differs from the total electrostatic drop, gate minus bulk, by a constant $W$, which contains the work-function difference and any fixed interface dipoles.

The field vanishes inside the metal. Gauss's law from the gate to depth $x$ therefore gives the displacement

$$D(x)=Q_G+\int_0^x\rho(x')\,dx', \tag{1}$$

where $Q_G$ is the gate charge and $\rho$ the charge density inside the dielectric. The field is $D/\varepsilon$, and its integral is the drop from gate to surface:

$$V-W=\psi+\int_0^d\frac{D(x)}{\varepsilon(x)}\,dx. \tag{2}$$

Insert (1). The term with $\rho$ is a double integral over $0<x'<x<d$. Doing the $x$ integral first, at fixed $x'$, gives

$$\int_0^d\frac{dx}{\varepsilon(x)}\int_0^x\rho(x')\,dx'=\int_0^d\rho(x')R(x')\,dx'\equiv M,\qquad R(x)=\int_x^d\frac{dx'}{\varepsilon(x')}. \tag{3}$$

With $1/C_{ox}=R(0)$, equation (2) becomes

$$V-W=\psi+\frac{Q_G}{C_{ox}}+M. \tag{4}$$

The weight $R(x)$ falls to zero at $x=d$. Charge located at the semiconductor interface therefore contributes nothing to $M$, however large it is. It acts through $Q_G$, because the gate and the semiconductor together must balance it.

## The integral

Let $C=dQ_G/dV$ be the derivative of the gate charge along the sweep. Assume linear dielectrics, constant $W$, and charge inside the dielectric that stays fixed, so that $dM/dV=0$. Differentiating (4) gives

$$1=\frac{d\psi}{dV}+\frac{C}{C_{ox}}\quad\Longrightarrow\quad\frac{d\psi}{dV}=1-\frac{C}{C_{ox}}. \tag{5}$$

Integration from a chosen gate potential $V_0$ gives Berglund's integral,

$$\psi(V)=\psi(V_0)+\int_{V_0}^{V}\left[1-\frac{C(V')}{C_{ox}}\right]dV'. \tag{6}$$

No carrier statistics, doping or trap density entered. The interface traps need not even be in equilibrium for (6) to hold, provided that $C$ is the true charge derivative along the sweep. If they lag, $\psi(V)$ belongs to that particular sweep.

The integration constant is $\psi(V_0)$. Equation (4) shows what it would take to know it:

$$\psi(V_0)=V_0-W-\frac{Q_G(V_0)}{C_{ox}}-M. \tag{7}$$

A capacitance measurement records changes of $Q_G$. The absolute gate charge at one point, together with $W$ and $M$, must come from elsewhere, or $\psi$ itself must be known at one gate potential.

Changes of the gate charge, though not its absolute value, can be obtained from the current density $J$ during a ramp at rate $r=dV/dt$. Without leakage $J=dQ_G/dt=Cr$. A leakage current $J_L$ into the gate makes the apparent capacitance $C+J_L/r$, and by (6) it adds the error $-\int (J_L/r)\,dV/C_{ox}$. This error grows as the ramp is slowed, while a fast ramp leaves slow traps behind.

## Traps and semiconductor in parallel

To read traps from $C$, the interface must now follow the sweep in equilibrium, so that its charge $Q_i$ and the semiconductor charge $Q_s$ are functions of $\psi$. Define $C_s=-dQ_s/d\psi$ and $C_{it}=-dQ_i/d\psi$. Neutrality with fixed dielectric charge gives $dQ_G=-dQ_s-dQ_i=(C_s+C_{it})\,d\psi$. Dividing by $dV$ and using (5),

$$C=(C_s+C_{it})\left(1-\frac{C}{C_{ox}}\right). \tag{8}$$

Collecting the terms in $C$, or dividing by the bracket, gives the two forms

$$C=\frac{C_{ox}(C_s+C_{it})}{C_{ox}+C_s+C_{it}},\qquad C_s+C_{it}=\frac{C_{ox}C}{C_{ox}-C}. \tag{9}$$

From the first form, $d\psi/dV=C_{ox}/(C_{ox}+C_s+C_{it})$. When $C_s+C_{it}\ll C_{ox}$, the surface follows the gate almost one to one. When $C_s\gg C_{ox}$, as in strong accumulation or inversion, $\psi$ nearly stops and $C$ approaches $C_{ox}$. The larger $C_{ox}$ is, and making it large is the purpose of a high-k stack, the larger the $C_s$ needed to reach this limit.

For the semiconductor take Boltzmann carriers with bulk densities $p_0$ and $n_0$, and put $u=\phi/kT$, with $\phi$ the local potential relative to the bulk. Bulk neutrality fixes the dopant charge, and Poisson's equation reads $\varepsilon_s\phi''=-\rho_s$ with $\rho_s=p_0(e^{-u}-1)-n_0(e^{u}-1)$. Multiply by $\phi'$ and integrate from the bulk, where $\phi=\phi'=0$, to the surface:

$$\tfrac12\varepsilon_s\phi'^2=-\int_0^\psi\rho_s\,d\phi=kT\,G,\quad G(u)=p_0(e^{-u}+u-1)+n_0(e^{u}-u-1). \tag{10}$$

From here on $u=\psi/kT$. The flux entering the semiconductor equals $-Q_s$, so $Q_s=-\mathrm{sgn}(\psi)\sqrt{2\varepsilon_s kT\,G}$. Differentiation gives

$$C_s=\mathrm{sgn}(\psi)\,\frac{\varepsilon_s\,G'(u)}{\sqrt{2\varepsilon_s kT\,G(u)}},\qquad C_s(0)=\sqrt{\frac{\varepsilon_s(p_0+n_0)}{kT}}, \tag{11}$$

where the second result uses $G\approx(p_0+n_0)u^2/2$ near $u=0$.

For traps of density $D_{it}(E)$, with $E$ measured from midgap, the surface Fermi energy is $\psi-\varphi_F$. Here $\varphi_F=kT\ln(p_0/n_i)$ is the depth of the bulk Fermi level below midgap in p-type material, and $n_i$ is the intrinsic density. The occupancy $f=1/(1+e^{(E-\psi+\varphi_F)/kT})$ has $df/d\psi=f(1-f)/kT$, and each added electron lowers $Q_i$ by one, so

$$C_{it}(\psi)=\int D_{it}(E)\,\frac{f(1-f)}{kT}\,dE. \tag{12}$$

The capacitance thus gives $D_{it}$ averaged over a thermal window around the surface Fermi energy.

## Two devices with one curve

Suppose a second device has the same stack, doping, $W$ and charge inside the dielectric, and therefore the same $M$, but band bending $\tilde\psi(V)=\psi(V)+\Delta$. Its derivative $d\tilde\psi/dV$ is the same, and so by (5) is its capacitance. By (9) the sum $C_s+C_{it}$ must then agree at each $V$, which requires

$$\tilde C_{it}(\tilde\psi)=C_s(\tilde\psi-\Delta)+C_{it}(\tilde\psi-\Delta)-C_s(\tilde\psi). \tag{13}$$

Equation (4) also requires $\tilde Q_G=Q_G-C_{ox}\Delta$. Neutrality then gives the interface charge of the second device as $\tilde Q_i(\tilde\psi)=Q_i(\tilde\psi-\Delta)+Q_s(\tilde\psi-\Delta)-Q_s(\tilde\psi)+C_{ox}\Delta$, and $-d\tilde Q_i/d\tilde\psi$ is the right side of (13). How this charge divides into fixed charge and trap charge depends on which traps are donors and which are acceptors. In depletion $C_s$ decreases with $\psi$, so for $\Delta>0$ the right side of (13) is positive, and an interface with this charge law has the same $C(V)$. Positivity is necessary for a trap interpretation. It does not by itself guarantee a non-negative $D_{it}$, because (12) is a thermal average.

The freedom shrinks if the sweep reaches both accumulation and inversion and the function $C_s(\psi)$ is trusted. Deep in either regime $C_s$ grows in proportion to $e^{|\psi|/2kT}$ for a Boltzmann semiconductor. Too large a shift of either sign makes the calculated $C_s$ exceed the measured sum in (9) at one end, which would require $\tilde C_{it}<0$. This restriction is outside information too: it rests on the doping, the carrier statistics and the absence of confinement effects, none of which (6) needs.

## A reference from flatband

A small signal too fast for the traps, applied at a bias where they have settled, freezes $Q_i$ during the signal. Equation (9) then holds without $C_{it}$:

$$C_{fr}=\frac{C_{ox}C_s}{C_{ox}+C_s},\qquad C_{FB}=\frac{C_{ox}C_s(0)}{C_{ox}+C_s(0)}. \tag{14}$$

The gate potential $V_{FB}$ between accumulation and depletion at which $C_{fr}=C_{FB}$ has $\psi=0$. (If minority carriers follow the signal, the same capacitance occurs again in inversion; that crossing is not flatband.) Setting $V_0=V_{FB}$ in (6) removes the unknown constant. In p-type material the minority carriers are negligible near flatband, so their response does not matter there.

This reference needs the doping. For small $u$ and $n_0\ll p_0$, $G\approx p_0(u^2/2-u^3/6)$ and $G'\approx p_0(u-u^2/2)$, so

$$\frac{C_s(\psi)}{C_s(0)}\approx\frac{1-u/2}{\sqrt{1-u/3}}\approx1-\frac{\psi}{3kT}. \tag{15}$$

If the assumed doping is too high by a relative amount $\delta$, the assumed $C_s(0)$ is too high by $\delta/2$. The match then occurs where $-\psi/3kT=\delta/2$, that is, at

$$\psi\approx-\tfrac32\,kT\,\delta \tag{16}$$

to first order. A doping error of 10% thus displaces the flatband reference by only about $0.15\,kT$.

Incomplete freezing moves the match in the opposite direction to an overestimated doping. If a fraction $\alpha$ of $C_{it}$ still responds, the match requires $C_s(\psi)+\alpha C_{it}=C_s(0)$. To first order it lies at $\psi\approx3kT\,\alpha C_{it}/C_s(0)$, on the depletion side.

In real devices this can be the larger error. At flatband the traps near the Fermi level capture majority carriers at a rate of about $\sigma v p_0$, with $\sigma$ the capture cross section and $v$ the thermal velocity. For $\sigma=10^{-16}\ \mathrm{cm^2}$, $v=10^7\ \mathrm{cm/s}$ and $p_0=10^{17}\ \mathrm{cm^{-3}}$ the rate is $10^8\ \mathrm{s^{-1}}$, and a 1 MHz signal does not freeze such traps. The reference then needs a much higher frequency or a correction for the trap response. Cooling helps little while the dopants stay ionized and $\sigma$ is constant, because $p_0$ is then fixed by the doping and $v$ falls only as the square root of the temperature.

## A worked stack

The parameters are round model values. A 40 Å layer with $\kappa=20$ lies on a 10 Å interlayer with $\kappa=4$. The semiconductor has $\kappa=12$, a gap $E_g=1$ eV and acceptor density $10^{-7}\ \mathrm{Å^{-3}}$, with $kT=0.025$ eV. Both bands have effective density $2\times10^{-5}\ \mathrm{Å^{-3}}$, hence $n_i=4.12\times10^{-14}\ \mathrm{Å^{-3}}$ and $\varphi_F=0.3675$ eV. The trap density is $D_{it}=D_0(1+8E^2/E_g^2)$ across the gap, with $D_0=10^{-4}\ \mathrm{eV^{-1}\,Å^{-2}}$. Traps below midgap are donors and those above are acceptors. A fixed interface charge of $5\times10^{-5}\ \mathrm{Å^{-2}}$ is added, and $W=-0.5$ eV.

The atomic unit of energy times length supplies the factor 14.3996 eV Å:

$$C_{ox}=\frac{1}{4\pi(14.3996)(40/20+10/4)}=1.228\times10^{-3}\ \mathrm{eV^{-1}\,Å^{-2}}. \tag{17}$$

Similarly $\varepsilon_s=12/(4\pi\times14.3996)=0.0663\ \mathrm{eV^{-1}\,Å^{-1}}$. Equation (11) gives $C_s(0)=5.15\times10^{-4}$, and (14) gives $C_{FB}=3.63\times10^{-4}$, both in $\mathrm{eV^{-1}\,Å^{-2}}$.

The capacitance data come from a finite-volume solution of Poisson's equation through the whole stack, solved by Newton iteration. The gate charge is minus the sum of all other charges, and $C$ is its central difference in $V$. Holding the trap charge fixed during the difference gives $C_{fr}$, which reaches $C_{FB}$ at $V_{FB}=-0.582$ eV. This is not $W$: by (4), $V_{FB}=W-Q_i(0)/C_{ox}$, and the offset of $-0.082$ eV contains the charge of the traps as well as the fixed charge. Knowing the work functions alone would not have supplied the reference.

Spline integration of (6) from $V_{FB}$ gives:

| $V$ (eV) | $C/C_{ox}$ | $\psi$ (eV) |
|---:|---:|---:|
| −0.80 | 0.70 | −0.099 |
| −0.60 | 0.40 | −0.011 |
| −0.40 | 0.21 | 0.132 |
| −0.20 | 0.15 | 0.298 |
| 0.20 | 0.16 | 0.640 |
| 0.40 | 0.42 | 0.794 |
| 0.60 | 0.79 | 0.864 |

The surface potentials taken directly from the Poisson solution agree with these values to the digits shown. Between $-0.40$ and $-0.20$ eV, $\psi$ rises by 0.165 eV for 0.20 eV on the gate. Over the last 0.20 eV it rises by 0.070 eV, because the inversion charge takes up most of the added gate field. The full sweep of 1.40 eV changes $\psi$ by 0.963 eV, or 0.0354 hartree.

If the doping is assumed 10% too high, the point labelled flatband has a true $\psi$ of $-0.0035$ eV. Equation (16) gives $-1.5\times0.025\times0.1=-0.0038$ eV. All recovered potentials are then too high by 0.0035 eV.

## What a wrong constant does to the traps

Extraction subtracts the calculated $C_s(\psi)$ from the sum in (9) and assigns the result to $E=\psi-\varphi_F$. With the flatband reference it returns $C_{it}=1.52\times10^{-4}$ at $E=-0.25$ eV and $1.02\times10^{-4}\ \mathrm{eV^{-1}\,Å^{-2}}$ at midgap. The latter is $1.02\times10^{12}\ \mathrm{eV^{-1}\,cm^{-2}}$.

These slightly exceed $D_{it}$, which is $1.50D_0$ and $D_0$ at the two energies. The window in (12) has variance $\pi^2(kT)^2/3$, so away from the gap edges it raises the quadratic density by $8D_0\pi^2(kT)^2/3E_g^2=0.016D_0$.

Now let the assumed $\psi$ be too high by $\Delta=0.05$ eV. The extracted quantity is exactly the right side of (13). At nominal $E=-0.25$ eV the data belong to $E=-0.30$ eV, where the true average is $(1+8\times0.09+0.016)D_0=1.74\times10^{-4}$. The extraction gives $2.42\times10^{-4}$. Of the excess over $1.52\times10^{-4}$, therefore, $0.22\times10^{-4}$ comes from the displaced energy axis and $0.68\times10^{-4}$ from subtracting $C_s$ at the wrong band bending. All these values are in $\mathrm{eV^{-1}\,Å^{-2}}$.

At midgap the same shift gives $1.12\times10^{-4}\ \mathrm{eV^{-1}\,Å^{-2}}$, an error of about 10% relative to the correct value. The damage is smaller because both $D_{it}$ and $C_s$ vary more slowly there. The density has its minimum at midgap, so the displaced energy axis adds only $8\Delta^2D_0/E_g^2=0.02D_0$. For $C_s$ in depletion, with $e^{-u}$ and the minority carriers negligible, $G\approx p_0(u-1)$ and (11) becomes

$$C_s\approx\sqrt{\frac{\varepsilon_sp_0}{2(\psi-kT)}}, \tag{18}$$

whose slope falls in magnitude as $\psi$ increases.

A second device built from (13) with this $\Delta$ shows that the shifted reading is a consistent one in depletion. Solving its Poisson equation for first-device band bending between 0.10 and 0.585 eV gives the same capacitance to a few parts in $10^7$, with the surface potential higher by 0.050 eV. Its $C_{it}$ is nowhere below $1.08\times10^{-4}\ \mathrm{eV^{-1}\,Å^{-2}}$ at the points computed. The constant term in its interface charge is $C_{ox}\Delta=6.1\times10^{-5}\ \mathrm{Å^{-2}}$.

Over the full sweep, a scan of trial shifts finds $C_{it}\ge0$ only from about $-0.004$ to $+0.001$ eV. In this model the known $C_s(\psi)$ would thus serve as a sharp reference. The narrow interval measures the strength of the assumption: the model omits quantum confinement, and also degeneracy, which lowers $C_s$ at the two ends that set the limits. Those ends already strain Boltzmann statistics: at $\psi=0.864$ eV the surface Fermi level lies only 0.004 eV below the conduction-band edge, and at $\psi=-0.099$ eV only 0.034 eV above the valence-band edge. At the inversion end $C_{it}$ is about 3% of $C_s$, smaller than the correction for degeneracy, so a Boltzmann $C_s$ applied to a real curve could exclude the correct shift. The end rows of the table are values of the Boltzmann model; equation (6) itself is unaffected.

## Errors that flatband does not cure

**The wrong capacitance.** Replacing $C$ by $C_{fr}$ in (6) omits the trap charge that accumulates during the sweep. Since $C_{fr}<C$ wherever $C_{it}>0$, the span of $\psi$ is overestimated. Here it becomes 1.06 eV instead of 0.963 eV when the minority carriers still follow the signal. A signal that freezes them as well gives a smaller capacitance in inversion and a still larger span. A signal fast enough to freeze the traps can locate the reference, but the quasistatic curve must supply the integral.

**The wrong dielectric capacitance.** If $C'$ is used for $C_{ox}$, subtracting the two integrals gives the error in the span,

$$\delta(\Delta\psi)=\int C\left(\frac1{C_{ox}}-\frac1{C'}\right)dV=\Delta Q_G\left(\frac1{C_{ox}}-\frac1{C'}\right). \tag{19}$$

The largest capacitance in this sweep is $0.788\,C_{ox}$. From (4), $\Delta Q_G/C_{ox}=1.40-0.963=0.437$ eV. Taking that largest value as $C_{ox}$ therefore gives an error $0.437(1-1/0.788)=-0.118$ eV and a span of 0.845 eV. The error grows with the charge moved and cannot be absorbed in $\psi(V_0)$.

**Charge that moves inside the dielectric.** If $M$ changes, (4) gives $\Delta V-\Delta Q_G/C_{ox}=\Delta\psi+\Delta M$. The left side is what Berglund's integral evaluates. For a sheet of border traps at depth $x_b$ whose charge changes by $\Delta q_b$, the apparent span minus the true span is

$$\Delta M=R(x_b)\,\Delta q_b. \tag{20}$$

Place $2\times10^{-4}\ \mathrm{Å^{-2}}$ electron traps between the two layers, neutral when empty. Let them exchange electrons with the semiconductor, with a level 0.5 eV above its Fermi level when the local potential is zero. They fill during the sweep, so $\Delta q_b=-2.0\times10^{-4}\ \mathrm{Å^{-2}}$. The interlayer gives $R=4\pi(14.3996)(10/4)=452$ eV Å², and (20) gives $-0.090$ eV. The Poisson solution with these traps has a true span of 0.945 eV, while the integral of its capacitance gives 0.854 eV.

One reference point fixes one constant. A second value of $\psi$, obtained independently and far from the first, would test the span between them. If both values are reliable, a discrepancy points to $C$, $C_{ox}$, or a change in $W$ or $M$. An error in either reference value would produce a discrepancy too.
